# Scattering in the Image-Force Well and the Field Dependence of Photoemission Yield

An electric field applied to a metal–insulator contact raises the internal photoemission yield in two ways. It lowers the barrier, so that more of the excited electrons can pass, and it moves the barrier maximum closer to the metal, so that fewer are scattered before they reach it. If the yield is recorded at one photon energy while the field is swept, the two effects are mixed. In the example worked below, a path length of 3.0 nm would then be read as 1.0 nm. The effects separate when the photon energy is retuned at each field to hold the excess above the lowered barrier fixed. For classical electrons, what remains, apart from a weakly field-dependent source prefactor, is the scattering factor of the image-force well. For electrons that move along the surface normal with a constant loss per unit path, its logarithm is linear in the inverse square root of the field.

**The barrier and its maximum**

Let $x$ be the distance from a plane metal surface into an insulator of permittivity $\varepsilon$, and let $q>0$ be the elementary charge. The electron has charge $-q$. The metal surface is an equipotential, a condition met by an image charge $+q$ at $-x$. The two charges are $2x$ apart, so the electron is pulled towards the metal with the force

$$
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}. \tag{1}
$$

The work needed to take the electron from $x$ to infinity against this force is

$$
\int_x^\infty\frac{q^2}{16\pi\varepsilon x'^2}\,dx'=\frac{a}{x},\qquad a=\frac{q^2}{16\pi\varepsilon}. \tag{2}
$$

The image energy is therefore $-a/x$. The factor is 16 and not 8 because the image moves with the electron, and the force has to be integrated at the changing separation $2x$.

Let $F>0$ be the magnitude of a uniform field whose force $qF$ on the electron points away from the metal. With energies measured from the metal Fermi level and $\Phi_0$ the barrier without field or image force, the band edge is

$$
V(x)=\Phi_0-\frac{a}{x}-qFx. \tag{3}
$$

Its derivative $V'=a/x^2-qF$ vanishes at

$$
x_m=\sqrt{\frac{a}{qF}}. \tag{4}
$$

Since $V''=-2a/x^3<0$, this is a maximum. There the two lowering terms are equal, $a/x_m=qFx_m=\sqrt{aqF}$, and the barrier height is

$$
\Phi(F)=\Phi_0-\Delta\Phi,\qquad \Delta\Phi=2\sqrt{aqF}=\frac{2a}{x_m}. \tag{5}
$$

The region $0<x<x_m$ is the image-force well. Its depth below the maximum, $B=V(x_m)-V(x)$, has a simple form in the variable $u=x/x_m$:

$$
B=\frac ax+qFx-\Delta\Phi
=\frac{\Delta\Phi}{2}\left(\frac1u+u-2\right)
=\frac{\Delta\Phi}{2}\,\frac{(1-u)^2}{u}. \tag{6}
$$

The shape is the same at every field. The field sets only the length scale $x_m$ and the energy scale $\Delta\Phi$.

**Survival in the well**

Four assumptions define the basic model. The collision probability per unit path is $1/\ell$, with $\ell$ independent of energy and field. Each collision before $x_m$ returns the electron to the metal. Collisions beyond $x_m$ do not matter. The electrons travel along the surface normal.

An electron of speed $v$ covers a path $v\,dt$ in time $dt$, so its survival probability $P$ obeys

$$
\frac{dP}{dt}=-\frac{v}{\ell}P. \tag{7}
$$

Along the normal $dx=v\,dt$. Dividing (7) by $v$ removes the speed:

$$
\frac{dP}{dx}=-\frac{P}{\ell}
\quad\Longrightarrow\quad
P=\exp\left(-\frac{x_m-x_0}{\ell}\right). \tag{8}
$$

The lower limit $x_0$ is needed because (3) diverges at the surface. We stop the image energy where it reaches the bottom of the metal band, a depth $E_F$ below the Fermi level. Neglecting the small term $qFx_0$, this gives $x_0=a/(\Phi_0+E_F)$. It does not depend on the field, so it multiplies every yield by the same factor $e^{x_0/\ell}$, which we absorb in the constant.

The electron accelerates strongly in the well and slows near the top, but in this model its speed has no effect on survival. That follows from a constant loss per unit path, and it fails if the loss is constant per unit time.

**The source factor**

We now need the number of electrons with enough energy to pass. Measure the excited energy $E$ from the bottom of the metal band. The top of the barrier is then at $W=E_F+\Phi(F)$, and the excess energy is

$$
\delta=h\nu-\Phi(F). \tag{9}
$$

Take a simple source: at low temperature, absorption fills the range $E_F<E<E_F+h\nu$ uniformly, with density $1/h\nu$, and directions are isotropic. Scattering inside the metal is left out. An electron at angle $\theta$ to the normal can pass if its normal energy $E\cos^2\theta$ exceeds $W$. Because $\cos\theta$ is uniform between $-1$ and $1$, and only the outward half counts, the escaping fraction at energy $E$ is $\frac12(1-\sqrt{W/E})$.

The highest energy is $E_F+h\nu=W+\delta$. The source factor per absorbed photon is therefore

$$
\begin{aligned}
S&=\frac{1}{2h\nu}\int_W^{W+\delta}\left(1-\sqrt{\frac WE}\right)dE\\
&=\frac{1}{2h\nu}\left[\delta-2\sqrt{W(W+\delta)}+2W\right]\\
&=\frac{\left(\sqrt{W+\delta}-\sqrt W\right)^2}{2h\nu}. 
\end{aligned}\tag{10}
$$

For $\delta\ll W$ the difference of roots is $\delta/(2\sqrt W)$ to leading order, and

$$
S\simeq\frac{\delta^2}{8Wh\nu}. \tag{11}
$$

The strong dependence is on $\delta$. At fixed $\delta$ a weak field dependence survives, since $W$ and $h\nu$ both fall as the barrier is lowered. The yield law needs this prefactor to be constant, or to be divided out of the data.

**The linear law**

The yield is $Y=S\,P$. With (4) and (8), and with $S$ constant at fixed $\delta$,

$$
\boxed{\;\ln Y=C(\delta)-\frac{1}{\ell}\sqrt{\frac{a}{q}}\;F^{-1/2}\;} \tag{12}
$$

A plot of $\ln Y$ against $F^{-1/2}$ has a negative slope, and

$$
\ell=\frac{\sqrt{a/q}}{|\text{slope}|}. \tag{13}
$$

At high field $x_m\to0$ and the scattering factor tends to one within the model. At low field the maximum moves away as $F^{-1/2}$ and the yield falls exponentially with that distance. The uniform-field barrier (3) also requires $x_m$ to be much smaller than the film thickness.

If $h\nu$ is fixed instead, (5) and (9) give $\delta=h\nu-\Phi_0+2\sqrt{aqF}$. The leading factor $\delta^2$ in (11) then rises with field, and the slope contains the barrier lowering as well as the scattering.

To use (12), $\Phi(F)$ must be known at each field. By (11), a plot of $\sqrt{Wh\nu Y}$ against $h\nu$ at one field is a straight line near threshold, because $P$ does not depend on $h\nu$ in the basic model. Its intercept is $\Phi(F)$. An error in the excess changes $\ln Y$ by about $2\,d\delta/\delta$. At $\delta=0.30$ eV, an error that drifts by 0.01 eV over the field range changes $\ln Y$ by 0.07. An error common to all fields leaves $\delta$ fixed, and so does not bend the line.

**Slanted paths**

The source is isotropic, so most carriers do not move along the normal. Suppose that the metal and insulator masses are equal and the interface is smooth. The transverse energy $t$ is then conserved. Let $n$ be the normal energy above the barrier top and $e=n+t$ the total excess. Inside the well the normal kinetic energy is $n+B$, and the path length per unit depth is

$$
\frac{ds}{dx}=\sqrt{1+\frac{t}{n+B}}=\sqrt{\frac{e+B}{n+B}}. \tag{14}
$$

For $e\ll W$ an isotropic source fills $0<n<e$ almost uniformly: from $W+n=E\cos^2\theta$ we get $d(\cos\theta)=dn/[2\sqrt{E(W+n)}]$, whose denominator hardly varies. The average of (14) at fixed $e$ is

$$
\frac1e\int_0^e\sqrt{\frac{e+B}{n+B}}\,dn
=\frac{2\sqrt{e+B}\,(\sqrt{e+B}-\sqrt B)}{e}
=\frac{2}{1+\sqrt{B/(e+B)}}. \tag{15}
$$

The last step uses $e=(\sqrt{e+B}-\sqrt B)(\sqrt{e+B}+\sqrt B)$. The mean path to the maximum is $\bar L(e)=x_m\int_0^1 2\,du/[1+\sqrt{B/(e+B)}]$.

*Small excess.* When $e\ll\Delta\Phi$, the path is lengthened mainly near the top, where $B\simeq(\Delta\Phi/2)(1-u)^2$. Put $1-u=s\sqrt{2e/\Delta\Phi}$, so that $B=es^2$. With $r=s/\sqrt{1+s^2}$, the excess of (15) over one is

$$
\frac{1-r}{1+r}=\left(\sqrt{1+s^2}-s\right)^2. \tag{16}
$$

The upper limit of $s$ may be taken to infinity at leading order. Setting $s=\sinh y$ turns (16) into $e^{-2y}$ (here $e$ is the base of the natural logarithm), with $ds=\cosh y\,dy$, so

$$
\int_0^\infty e^{-2y}\cosh y\,dy=\frac12\left(1+\frac13\right)=\frac23. \tag{17}
$$

Hence $\bar L/x_m\simeq1+\frac23\sqrt{2e/\Delta\Phi}$. The escaping fraction is proportional to the excess $e$, so the normalized weight is $2e\,de/\delta^2$. The average of $\sqrt e$ with this weight is $\frac45\sqrt\delta$, and

$$
\frac{\langle L\rangle}{x_m}\simeq1+\frac{8}{15}\sqrt{\frac{2\delta}{\Delta\Phi}}. \tag{18}
$$

The normal-path law is thus recovered as $\delta/\Delta\Phi\to0$: the well accelerates electrons towards the normal over most of its width.

*Large excess.* When $e\gg\Delta\Phi$, $B$ is negligible except very near the metal, and (15) tends to 2. If also $x_m\ll\ell$, the loss is about $2x_m/\ell$. In this limit the plot is again linear, but its slope gives $\ell/2$. The limit is approached slowly and needs $x_m\ll\ell$. In the example below $x_m$ is comparable with $\ell$, and the reading levels off near $0.7\,\ell$ for excesses of 1 eV and more.

*Between the limits.* The direction of the bias can be found without approximating the integral. For given $n$ and $t$,

$$
L=x_m\int_0^1\sqrt{1+\frac{t}{n+B}}\,du. \tag{19}
$$

By (5) and (6), $B$ at fixed $u$ is proportional to $1/x_m$. Increasing $x_m$ therefore lowers $B$ and raises the integrand, which is already at least one. Thus $dL/dx_m\ge1$ for every path. With the prefactor divided out and the distribution of $n$ and $t$ held fixed,

$$
-\frac{d}{dx_m}\ln\left\langle e^{-L/\ell}\right\rangle
=\frac1\ell\,\frac{\langle (dL/dx_m)\,e^{-L/\ell}\rangle}{\langle e^{-L/\ell}\rangle}\ge\frac1\ell. \tag{20}
$$

Slanted paths steepen the plot, and (13) then returns an effective length along the normal that is shorter than $\ell$.

**A worked example**

Take $\Phi_0=3.70$ eV, an optical relative permittivity of 2.10, $\ell=3.00$ nm, $E_F=9.00$ eV, a 50 nm film and $\delta=0.30$ eV. Then $a=0.1714$ eV nm. Since 1 MV/cm is 0.1 V/nm, the coefficient in (12) is

$$
\sqrt{\frac aq}=\sqrt{\frac{0.1714}{0.1}}=1.309\ \text{nm (MV/cm)}^{1/2}. \tag{21}
$$

At 1 MV/cm the maximum is at 1.309 nm and the lowering is $2(0.1)(1.309)=0.262$ eV. The photon energy must be $3.70-0.262+0.30=3.738$ eV. At 0.25 MV/cm the distance doubles to 2.619 nm, the lowering halves to 0.131 eV, and the photon energy is 3.869 eV. The normal-path survival factors are

$$
e^{-1.309/3}=0.646,\qquad e^{-2.619/3}=0.418. \tag{22}
$$

Between these fields $F^{-1/2}$ goes from 1 to 2 (MV/cm)$^{-1/2}$, so the slope, with one more digit kept in the survival factors, is $\ln(0.4178/0.6463)=-0.436$ (MV/cm)$^{1/2}$. Equation (13) returns $1.309/0.436=3.00$ nm.

Newton's equation, integrated through the well together with (7), gives the same slope. At 0.25 MV/cm the transit takes 7.67 fs for a normal excess of 0.10 eV and 4.95 fs for 0.30 eV, yet the survival is the same, as (8) requires.

The prefactor matters more than its weak dependence suggests. From 0.25 to 1 MV/cm, $h\nu$ falls by 3.4% and $W$ by 1.0%. By (11) this raises $\ln Y$ by about 0.045, one tenth of the scattering signal. If it is left in, normal paths give an apparent length of 2.73 nm.

Slanted paths have a larger effect. The mean path is $1.46\,x_m$ at the lowest field and $1.38\,x_m$ at the highest. Here $\delta$ exceeds $\Delta\Phi$, so (18) does not apply. With the prefactor divided out, the slope gives 2.165 nm; with it left in, 2.02 nm. The points of the 2.165 nm plot nevertheless lie within about 0.001 in $\ln Y$ of a straight line over the five fields used. A straight plot therefore does not show that the slope measures $\ell$. When the excess is reduced to $10^{-6}$ eV in the same zero-temperature, classical calculation, the apparent length returns to 2.99 nm.

For comparison, hold the photon energy at 3.815 eV and keep the paths normal. The excess then grows from 0.246 to 0.377 eV over the field range, and $2\ln(0.377/0.246)=0.85$ is added to the scattering signal of 0.44. The fitted slope gives 1.02 nm.

**Other departures from the law**

*Loss at a constant rate in time.* The exponent is then the transit time divided by a lifetime. At lower field the well is shallower, by (6), and the electron is slower at the same $u$, so the transit time grows faster than $x_m$. For an insulator mass of 0.50 electron masses and a normal excess of 0.10 eV, it rises from 3.48 to 7.67 fs while $x_m$ doubles. If the lifetime is chosen to match the basic loss at 1 MV/cm, the apparent length for this single normal excess is 2.50 nm; averaging over the source gives about 2.3 nm with the same lifetime, or 2.6 nm if the lifetime is rematched to the averaged loss at 1 MV/cm.

*Quantum transmission.* Near its top the barrier is the parabola $B\simeq(\Delta\Phi/2)(1-u)^2$. For mass $m$ its transmission is $T=1/(1+e^{-n/w})$, with

$$
w=\frac{\hbar}{2\pi x_m}\sqrt{\frac{\Delta\Phi}{m}}. \tag{23}
$$

The number of carriers with normal excess $n$ is proportional to $\delta-n$. Tunnelling at $n=-y$ adds $(\delta+y)/(1+e^{y/w})$, and reflection at $n=y$ removes $(\delta-y)/(1+e^{y/w})$. For $w\ll\delta$ the net gain is $\int_0^\infty 2y\,dy/(1+e^{y/w})=\pi^2w^2/6$. Divided by the classical $\delta^2/2$, this multiplies the source by

$$
1+\frac{\pi^2w^2}{3\delta^2}. \tag{24}
$$

Here $w$ is 0.009 eV at the lowest field and 0.024 eV at the highest, and the factor rises from 1.003 to 1.022. Taken alone, this factor gives an apparent length of 2.88 nm. It treats only the top of the barrier, as a parabola, and leaves out reflection at the steep metal side of the well. In so narrow a well that reflection is not small. If the whole barrier (3), cut off at $x_0$, is treated coherently with a mass of 0.50 throughout, the shift changes sign and the apparent length is about 6.7 nm. With the free-electron mass throughout it is about 2.1 nm, so even the sign of the shift depends on the mass. The size is sensitive too: a mass of 0.42 gives about 10 nm, whereas changing $E_F$ between 5.5 and 11.7 eV moves the 6.7 nm by only about 0.1 nm. The value 2.88 nm is therefore not an estimate of the full quantum correction. A smaller excess reduces the slant bias but need not improve the reading. In the coherent calculation with a mass of 0.50, lowering the excess to 0.10 eV more than doubles the quantum shift of the slope, and the slope of the plot changes sign.

*Temperature.* Thermal smearing of the occupied states has the same form, with $kT$ in place of $w$. At 300 K the source is raised by 2.4% at both ends of the field range, so the slope is hardly affected. A temperature dependence of $\ell$ itself is a separate matter.

*Collisions that are not fatal.* Suppose that a collision costs 0.15 eV and randomizes the direction. Some electrons struck inside the well still escape, while some struck beyond the maximum return. A crude estimate uses normal paths and the source-averaged excess $2\delta/3=0.20$ eV, which leaves 0.05 eV after the collision; it gives a net change in yield of $+2.6\%$ at 0.25 MV/cm and $-2.1\%$ at 1 MV/cm, and an apparent length of 3.37 nm. This understates the effect. It ignores the spread of the excess and the slant of the paths, and it leaves out a third group: electrons whose normal energy is below the top enter the well, would turn back, and can be scattered into the escape cone. Two collisions cost the whole excess of 0.30 eV, so an electron can cross the top after at most one collision. Summing all three groups over the source along slanted paths raises the yield by about 19% at 0.25 MV/cm and 7% at 1 MV/cm. The slope becomes shallower: applied to the normal-path law this factor gives about 3.9 nm, and with slanted paths throughout the reading moves from about 2.2 to 2.6 nm.

**The model beside a real contact**

The parameters are rough values in the regime of a metal gate on thermally grown silicon dioxide; they do not describe a particular sample. The highest field is one tenth of a rough breakdown field of 10 MV/cm, and dark tunnelling from the Fermi level there carries an exponent of about $-340$. The far electrode's image force at $x_m$ is 0.3% of the near one at the lowest field. The choice of permittivity depends on whether the lattice can follow the electron. A 0.15 eV phonon has a period of 27.6 fs, but it responds on the scale of the period divided by $2\pi$, about 4.4 fs. The transit times calculated above are somewhat shorter than this at the highest field and longer at the lowest. Electrons that barely clear the top take longer still, and at the highest field too some of them exceed 4.4 fs. The lattice can therefore partly follow, and the optical permittivity is only an approximation, better at high field than at low. An effective permittivity that changes with field would also alter the slope. Using the static value 3.9 to analyse the same slope would give 2.20 nm. Real interfaces and collisions need not obey the basic assumptions. Taken one at a time at fixed excess, the classical transport changes considered here move the reading from 3.0 nm to between about 2.2 and 3.9 nm. These are model estimates, not error limits, and quantum reflection in the well can move the reading further.

The field in (4) is the local field near the metal, not simply the applied voltage divided by thickness. At 0.25 MV/cm the 50 nm film drops 1.25 V, so a neglected built-in potential of 0.5 V would change the field by 40% of its value. Fixed charge in the insulator can also make the field nonuniform. A length from (13) is therefore best reported as an effective attenuation length along the normal, together with the excess energy, field range, permittivity and the treatment of the source prefactor and of quantum reflection. The numerical output gives the intermediate values of the basic model and of the simpler estimates; the coherent quantum, source-averaged lifetime and full one-collision figures are not listed there.

## Numbers as computed

```
zero-field barrier 3.70 eV; excess 0.30 eV
relative permittivity: optical 2.10, static 3.90
path length put in 3.00 nm
metal Fermi energy 9.00 eV; film 50 nm
insulator mass 0.50 electron masses
temperature 300 K; kT 0.0259 eV
image coefficient a 0.17142 eV nm; cut-off x0 0.0135 nm
field MV/cm | field^-1/2 (MV/cm)^-1/2 | top nm | lowering eV
0.25 | 2.0000 | 2.6186 | 0.1309
0.35 | 1.6903 | 2.2131 | 0.1549
0.50 | 1.4142 | 1.8516 | 0.1852
0.70 | 1.1952 | 1.5649 | 0.2191
1.00 | 1.0000 | 1.3093 | 0.2619
field MV/cm | photon eV | normal survival | slanted yield/photon
0.25 | 3.8691 | 0.4178 | 6.936e-05
0.35 | 3.8451 | 0.4782 | 8.417e-05
0.50 | 3.8148 | 0.5394 | 1.005e-04
0.70 | 3.7809 | 0.5935 | 1.161e-04
1.00 | 3.7381 | 0.6463 | 1.328e-04
law slope -0.4364 (MV/cm)^1/2
slope from flights -0.4364 (MV/cm)^1/2
Apparent path length from slope, nm:
  normal flights 3.000
  normal, source prefactor left in 2.727
  slanted, source prefactor divided out 2.165
  slanted, source prefactor left in 2.019
  slanted, excess 1e-6 eV 2.992
  normal, photon fixed at 3.8148 eV: 1.018
  constant loss rate in time 2.496
  quantum barrier top 2.884
  non-fatal collisions, first order 3.369
  static permittivity 2.201
largest residual of slanted line 0.00100 in ln yield
Values at lowest and highest field:
  mean path/top 1.460, 1.384
  transit, normal excess 0.10 eV: 7.67, 3.48 fs
  transit, normal excess 0.30 eV: 4.95, 2.32 fs
  quantum width 0.0086, 0.0243 eV
  quantum source factor 1.0027, 1.0216
  thermal source factor 1.0239, 1.0239
  collision change 0.0264, -0.0210
phonon 0.15 eV; period 27.6 fs
dark tunnelling exponent at highest field 340
highest field/rough breakdown field 0.10
far/near image force at lowest field 0.0031
```
